# The Precursor–Wall Coefficient C3 from Pairwise Inverse-Sixth-Power Attractions

A molecule approaching a solid surface may be held there weakly before it forms any chemical bond. In this precursor state it is attracted by the dispersion force, which acts between the molecule and every atom of the solid. The attraction to one atom falls off as the inverse sixth power of distance, but the solid offers a great many atoms, and their number grows with distance. How does the total attraction depend on the height of the molecule, and what coefficient does it carry?

## The model and its conventions

Treat the precursor as a single isotropic centre. Its energy with one atom of the solid at distance $r$ is

$$
u(r)=-\frac{C_6}{r^6},\qquad C_6>0,
$$

with the zero of energy at infinite separation. Assume that these energies add. If the precursor is at $\mathbf r$ and the atoms are at $\mathbf R_j$, then

$$
U(\mathbf r)=-C_6\sum_j\frac{1}{|\mathbf r-\mathbf R_j|^6}. \tag{1}
$$

The solid fills a half-space with $n$ atoms per unit volume. The result to be derived is

$$
U(z)=-\frac{C_3}{z^3},\qquad C_3=\frac{\pi n C_6}{6}, \tag{2}
$$

where $z$ is the distance from the edge of the solid. For a continuous medium the edge is a given plane. For a crystal its position has to be found, and the second derivation does this.

Additivity is a physical assumption. In a real solid the atoms also respond to one another's fields, which changes their response to the precursor. Equation (1) omits this many-body screening. It also omits higher multipoles, the short-range repulsion, the damping of the attraction when electron clouds overlap, and retardation, the effect of the finite speed of light. Thus $U$ is the attractive part of a model energy, and its value near contact is not an adsorption energy.

## First derivation: a continuous solid

Replace the atoms by a uniform density $n$. A volume element $dV$ then contains $n\,dV$ atoms, and the sum in (1) becomes an integral. Divide the solid into thin sheets parallel to the surface. Let $s$ be the perpendicular distance from the precursor to a sheet, and $\rho$ the distance within the sheet from the point directly below the precursor. By Pythagoras, $r^2=\rho^2+s^2$.

A ring of radius $\rho$ and width $d\rho$ has area $2\pi\rho\,d\rho$. The sheet therefore requires the integral

$$
I(s)=\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+s^2)^3}.
$$

Put $w=\rho^2+s^2$. At fixed $s$, $dw=2\rho\,d\rho$, and the lower limit becomes $s^2$. Hence

$$
I(s)=\pi\int_{s^2}^{\infty}w^{-3}dw
=\pi\left[-\frac{1}{2w^2}\right]_{s^2}^{\infty}
=\frac{\pi}{2s^4}. \tag{3}
$$

Stopping the same integral at radius $\rho$ shows which part of the sheet matters. The fraction of the attraction that comes from inside this radius is

$$
1-\frac{s^4}{(\rho^2+s^2)^2}.
$$

It equals one half when $\rho^2+s^2=\sqrt2\,s^2$, that is, at $\rho=s\sqrt{\sqrt2-1}\approx0.64\,s$. The precursor thus feels a patch whose width grows in proportion to its distance. This is why the sheet's attraction falls as $s^{-4}$: the pair attraction falls as $s^{-6}$, while the area of the effective patch grows as $s^2$.

The sheets lie at distances from $z$ to infinity. A sheet of thickness $ds$ has $n\,ds$ atoms per unit area, so

$$
\begin{aligned}
U(z)&=-nC_6\int_z^\infty\frac{\pi}{2s^4}\,ds
=-\frac{\pi nC_6}{2}\left[-\frac{1}{3s^3}\right]_z^\infty\\
&=-\frac{\pi nC_6}{6z^3}.
\end{aligned} \tag{4}
$$

This is (2). The 6 in the denominator is the product of the 2 from the sheet integral and the 3 from the depth integral. The units agree: density times $C_6$ is an energy times a length cubed. The force along the outward normal is $-dU/dz=-3C_3/z^4$, and its negative sign means that it points towards the solid.

A film of finite thickness $L$ is a second case. The depth integral now stops at $z+L$:

$$
U_L(z)=-C_3\left[\frac1{z^3}-\frac1{(z+L)^3}\right]. \tag{5}
$$

For $L\gg z$ the second term is negligible and the half-space law returns. For $L\ll z$, use $(z+L)^{-3}\approx z^{-3}-3Lz^{-4}$. Then

$$
U_L\approx-\frac{3C_3L}{z^4}=-\frac{\pi(nL)C_6}{2z^4},
$$

which is the law of a single sheet with areal density $nL$, as (3) requires. "Semi-infinite" therefore means that the solid is much thicker than the height of the precursor. Its lateral extent must also be much larger than that height.

## Second derivation: a crystal summed plane by plane

Now keep the atoms. Let the crystal consist of identical planes with spacing $d$, each with one atom per surface cell of area $A$. A cell of one plane occupies a volume $Ad$, so $n=1/(Ad)$. The precursor is at height $h$ above the nuclei of the top plane, and its distances from the planes are $s_k=h+kd$, with $k=0,1,2,\ldots$

### One plane of atoms

For lateral position $\boldsymbol\rho$ and surface lattice vectors $\mathbf R$, the sum over one plane is

$$
F(\boldsymbol\rho,s)=\sum_{\mathbf R}\frac{1}{(|\boldsymbol\rho-\mathbf R|^2+s^2)^3}.
$$

It has the period of the lattice, so it can be written as the Fourier series $F=\sum_{\mathbf G}F_G\,e^{i\mathbf G\cdot\boldsymbol\rho}$, in which every reciprocal vector satisfies $e^{i\mathbf G\cdot\mathbf R}=1$. A coefficient is the average of $Fe^{-i\mathbf G\cdot\boldsymbol\rho}$ over one cell. In this average, each term of the lattice sum contributes an integral over one displaced cell. Together the displaced cells cover the whole plane once, and the phase is unchanged by the displacement. Therefore

$$
F_G=\frac1A\int\frac{e^{-i\mathbf G\cdot\boldsymbol\rho}}{(\rho^2+s^2)^3}\,d^2\rho .
$$

To evaluate it, use $\int_0^\infty t^2e^{-tD}dt=2/D^3$ with $D=\rho^2+s^2$. The lateral integral becomes Gaussian. Completing the square in each of the two directions gives

$$
\int e^{-t\rho^2-i\mathbf G\cdot\boldsymbol\rho}\,d^2\rho=\frac{\pi}{t}\,e^{-G^2/(4t)},
$$

and hence

$$
F_G=\frac{\pi}{2A}\int_0^\infty t\,e^{-ts^2-G^2/(4t)}\,dt. \tag{6}
$$

For $G=0$ the integral is $1/s^4$, so $F_0=\pi/(2As^4)$. This is the average over lateral positions. It equals the continuous-sheet result (3) times the areal density $1/A$, with no approximation: averaging over the position of the precursor has the same effect as spreading the atoms evenly over the plane.

For $G\ne0$, substitute $t=(G/2s)e^v$. The two terms in the exponent become $-(Gs/2)e^v$ and $-(Gs/2)e^{-v}$, whose sum is $-Gs\cosh v$. Also $t\,dt=(G/2s)^2e^{2v}dv$. Since $\cosh v$ is even, only the even part of $e^{2v}$ contributes:

$$
F_G=\frac{\pi G^2}{4As^2}K_2(Gs),\qquad
K_2(x)=\int_0^\infty\cosh(2v)\,e^{-x\cosh v}\,dv. \tag{7}
$$

The function $K_2$ is a modified Bessel function, defined here by its integral. Because $\cosh v\ge1+v^2/2$, a Gaussian integral bounds it:

$$
K_2(x)\le\sqrt{\frac{\pi}{2x}}\;e^{-x+2/x}. \tag{8}
$$

The dependence on lateral position therefore dies out exponentially with height, while the average falls as a power. Let $G$ belong to the shortest nonzero $\mathbf G$. For one plane with a square lattice, the difference between the sites above an atom and above a hollow is still about half the average at $s=5/G$, but less than 1% of it at $s=10/G$. Beyond that distance the average is enough for most purposes. A sideways displacement of one plane relative to another changes the phases of the $G\ne0$ terms but not the average.

### All planes, and the position of the edge

Add the averages and use $1/A=nd$:

$$
\bar U(h)=-\frac{\pi nC_6}{2}\;d\sum_{k=0}^\infty f(s_k),\qquad f(s)=\frac1{s^4}. \tag{9}
$$

Assign to each plane a slab of thickness $d$ centred on it. The slabs fill the solid without gaps, and the outer face of the first slab lies $d/2$ above the top nuclei. The distance of the precursor from that face is

$$
z=h-\frac d2 .
$$

Expand $f$ about the centre of a slab and integrate across it. The odd powers cancel by symmetry, leaving

$$
\int_{s_k-d/2}^{s_k+d/2}f(s)\,ds=d\,f(s_k)+\frac{d^3}{24}f''(s_k)+\ldots
$$

The factor $1/24$ comes from $\tfrac12\int_{-d/2}^{d/2}x^2dx=d^3/24$. Sum over all slabs. The left side becomes one integral from $z$ to infinity. In the correction, $d\sum_kf''(s_k)$ may be replaced to leading order by $\int_z^\infty f''ds=-f'(z)$. Solving for the wanted sum gives

$$
d\sum_kf(s_k)=\int_z^\infty f(s)\,ds+\frac{d^2}{24}f'(z)+\ldots
$$

Here the integral is $1/(3z^3)$ and $f'(z)=-4/z^5$, so

$$
d\sum_kf(s_k)=\frac1{3z^3}-\frac{d^2}{6z^5}+\ldots
=\frac1{3z^3}\left[1-\frac{d^2}{2z^2}+\ldots\right].
$$

The next term involves $d^4f'''(z)$, which is proportional to $d^4/z^7$, and is therefore of relative order $d^4/z^4$. Inserting the sum in (9),

$$
\bar U=-\frac{\pi nC_6}{6z^3}\left[1-\frac{d^2}{2z^2}+O\!\left(\frac{d^4}{z^4}\right)\right]. \tag{10}
$$

The leading coefficient is again $C_3=\pi nC_6/6$.

The sign of the deviation can be found without an expansion. The function $s^{-4}$ is convex, so its average over a slab exceeds its value at the centre. Each slab of the continuum therefore attracts more strongly than the plane it replaces. Within this model, $C_3/z^3$ overestimates the laterally averaged attraction at every $z>0$.

The choice of edge affects the rate of approach to the limit, but not $C_3$. If $z$ is replaced by $h$, then

$$
\frac1{z^3}=\frac1{h^3}\left(1-\frac{d}{2h}\right)^{-3}
\approx\frac1{h^3}\left(1+\frac{3d}{2h}\right).
$$

The formula $-C_3/h^3$ thus misses a correction of first order in $d/h$, whereas the half-spacing shift leaves an error of second order.

## A crystal with round parameters

Take a model simple cubic solid with lattice constant and plane spacing $2.5$ Å, and $C_6=60$ eV Å$^6$. These parameters represent no particular material. The density is

$$
n=\frac1{(2.5\ \text{Å})^3}=0.0640\ \text{Å}^{-3},
$$

and the coefficient is

$$
C_3=\frac{\pi(0.0640)(60)}6\ \text{eV Å}^3=2.011\ \text{eV Å}^3,
$$

or $0.499$ hartree bohr$^3$. Direct numerical integration over the half-space gives the same value.

The edge is $1.25$ Å above the top nuclei. At $h=3.5$ Å this gives $z=2.25$ Å, and the continuum energy is

$$
-\frac{2.0106}{(2.25)^3}\ \text{eV}=-0.1765\ \text{eV}=-176.5\ \text{meV}.
$$

The explicit atom sum, averaged over surface sites, can be compared with this law at four heights:

| $h$ (Å) | atom sum (meV) | $-C_3/z^3$ (meV) | ratio | $1-d^2/2z^2$ |
|---|---|---|---|---|
| 3.5 | −117.1 | −176.5 | 0.663 | 0.383 |
| 5 | −31.78 | −38.13 | 0.834 | 0.778 |
| 10 | −2.887 | −3.001 | 0.962 | 0.959 |
| 20 | −0.302 | −0.305 | 0.991 | 0.991 |

The ratio is the atom sum divided by the continuum energy. It is below one, as convexity requires, and rises towards one with height. Relative to the atom sum, the continuum attraction is too strong by about 51% at $3.5$ Å, 20% at $5$ Å, 4% at $10$ Å and 0.9% at $20$ Å.

The last column shows where the first correction is useful. At $10$ Å it predicts a reduction of 4.1%, slightly more than the 3.8% found in the atom sum. At $3.5$ Å, $d^2/z^2=(2.5/2.25)^2\approx1.23$ is not small, and an expansion in this quantity cannot be trusted. There the planes should be summed individually. From (3), the top plane contributes

$$
-\frac{\pi ndC_6}{2h^4}
=-\frac{\pi(0.0640)(2.5)(60)}{2(3.5)^4}\ \text{eV}
\approx-100.5\ \text{meV},
$$

which is 85.8% of the total. The slab that replaces this plane in the continuum contributes $-157.8$ meV, by (5) with $L=d$. Nearly all of the continuum's error at this height therefore comes from spreading the top plane over a slab whose thickness is comparable with $z$.

The lateral variation is smaller. At $3.5$ Å the energy above an atom is $2.43$ meV lower than above the hollow between four atoms, about 2% of the averaged attraction. At $5$ Å the difference is $0.022$ meV, about 0.07%. The sign follows from (7): the coefficients $F_G$ are positive, and above an atom all the waves add in phase. The repulsion left out here also depends on the site, so this sign does not predict the preferred adsorption site.

The rapid decrease can be checked. The shortest reciprocal vector has $G=2\pi/(2.5\ \text{Å})$, so the exponential alone reduces the difference by $e^{1.5G}\approx43$ between the two heights. The factor $s^{-2}$ in (7), with the $s^{-1/2}$ from the leading large-argument form of $K_2$, contributes $(5/3.5)^{5/2}\approx2.4$. The product is about 106 for the top plane, close to the ratio of about 112 in the atom sums. The estimate neglects terms of relative order $1/(Gs)$ in $K_2$.

The far sum also locates the edge. Let $z_{\rm eff}$ be the distance at which $-C_3/z_{\rm eff}^3$ equals the atom sum. At $h=20$ Å, $h-z_{\rm eff}$ is $1.195$ Å, slightly less than $1.25$ Å. Equation (10) explains the difference:

$$
z_{\rm eff}\approx z\left(1-\frac{d^2}{2z^2}\right)^{-1/3}\approx z+\frac{d^2}{6z}.
$$

The last term is $6.25/(6\times18.75)\approx0.056$ Å, so the expected edge is at $1.194$ Å. It moves to $1.25$ Å as the height grows. If the distance is instead measured from the top nuclei, $-C_3/h^3=-0.251$ meV at $20$ Å, which is 17% weaker than the atom sum. Even at eight lattice constants, the choice of origin matters more than the discreteness of the planes. The complete numerical output follows this text.

## What each derivation assumes

Both derivations assume the same pair law and the same additivity. Their agreement therefore supports the summation, but says nothing about whether a real solid obeys (1). Additivity is safe only when the solid is dilute in the sense $4\pi n\alpha\ll1$, where $\alpha$ is the polarizability volume of one of its atoms. At the density of the example, $4\pi n\approx0.80$ Å$^{-3}$, so a polarizability of $2$ to $4$ Å$^3$ gives $4\pi n\alpha\approx1.6$ to $3.2$. At the densities of ordinary solids many-body screening is therefore usually appreciable. Then $\pi nC_6/6$ with the $C_6$ of isolated partners need not be the coefficient of the real surface, and the edge need not lie at $d/2$.

They differ in their description of the solid. The first assumes a uniform density up to a sharp, flat edge. With that assumption (4) holds at every positive $z$, but the derivation cannot tell where the edge of an atomic solid lies or how large the error of smoothing is. It does not need crystalline order. For a disordered solid whose average density is uniform up to a flat edge, averaging (1) over the atomic arrangements gives the same integral. A single arrangement may deviate from that average.

The second assumes periodic, identical, equally spaced planes. In return it fixes the origin of $z$, gives the leading error and separates the site dependence from the average. Its $z^{-3}$ law is a limit for heights large compared with the plane spacing and the lateral period. If the top plane relaxes outwards by a small distance $\delta$, its contribution changes by

$$
-\frac{\pi ndC_6}{2}\left[\frac1{(h-\delta)^4}-\frac1{h^4}\right]
\approx-\frac{2\pi ndC_6\,\delta}{h^5},
$$

where $h$ is still measured from the unrelaxed position. Divided by $-C_3/h^3$, this is $12d\delta/h^2$. The relaxation thus changes the correction of second order in inverse height, but neither $C_3$ nor the limiting edge.

A solid with several kinds of atom is covered by applying either derivation to each kind and adding the results:

$$
C_3=\frac\pi6\sum_i n_iC_{6,i}.
$$

In the crystal each kind has its own set of planes, and the separate edges may differ by a fraction of the repeat distance. That does not change the sum of the leading coefficients. It does leave an error of first order in inverse height unless $z$ is measured from the mean of the separate edges, each weighted by its $n_iC_{6,i}$, as follows from expanding each term in the way done above for $1/z^3$.

The two derivations also share an upper limit on distance. They use $r^{-6}$ for every atom, however remote. Where retardation alters the pair law, the integrals must be done again with the altered law. The result (2) therefore belongs to heights that are large compared with the atomic spacing, but small enough for the unretarded attraction to hold over the part of the solid that contributes appreciably.

## Computed values

```
Lattice constant and plane spacing: 2.50 angstrom
Pair coefficient C6: 60.0 eV angstrom^6
Atomic density n: 0.0640 angstrom^-3
C3 from formula: 2.0106 eV angstrom^3
C3 from half-space quadrature: 2.0106 eV angstrom^3
C3 converted: 0.4986 hartree bohr^3
Edge above top nuclei: 1.25 angstrom
Height h: 3.50 angstrom; z: 2.25 angstrom
  site-averaged atom sum U: -117.1156 meV
  continuum -C3/z^3: -176.5153 meV
  atom sum / continuum: 0.6635 (no unit)
  1 - d^2/(2z^2): 0.3827 (no unit)
Height h: 5.00 angstrom; z: 3.75 angstrom
  site-averaged atom sum U: -31.7800 meV
  continuum -C3/z^3: -38.1273 meV
  atom sum / continuum: 0.8335 (no unit)
  1 - d^2/(2z^2): 0.7778 (no unit)
Height h: 10.00 angstrom; z: 8.75 angstrom
  site-averaged atom sum U: -2.8866 meV
  continuum -C3/z^3: -3.0013 meV
  atom sum / continuum: 0.9618 (no unit)
  1 - d^2/(2z^2): 0.9592 (no unit)
Height h: 20.00 angstrom; z: 18.75 angstrom
  site-averaged atom sum U: -0.3023 meV
  continuum -C3/z^3: -0.3050 meV
  atom sum / continuum: 0.9912 (no unit)
  1 - d^2/(2z^2): 0.9911 (no unit)
U(top)-U(hollow) at h=3.50 angstrom: -2.4336 meV
U(top)-U(hollow) at h=5.00 angstrom: -0.0217 meV
Top-plane share at h=3.50 angstrom: 85.80 percent
Effective edge from atom sum at h=20.00 angstrom: 1.1950 angstrom above top nuclei
-C3/h^3 at h=20.00 angstrom: -0.2513 meV
Its error in magnitude against the atom sum: -16.87 percent
```
